# Cancelling Slow-Switching Dissipation with Forward and Time-Reversed Runs: test program

```python
"""
Result under test: with mean works W_F (forward) and W_R (time-reversed return),
    (W_F - W_R)/2 = dF + G/tau^2 + ...      (W_F + W_R)/2 = A/tau - S/tau^2 + ...
so half the difference of the mean works is free of the leading dissipation A/tau.
Symbols: dF free-energy difference, tau switching time, lambda(s) protocol with
s = t/tau, A leading dissipation coefficient, S end-point correction (same in both
directions), G odd remainder, gamma Langevin damping, kT thermal energy.
Example: Einstein crystal switched to an fcc crystal of nearest-neighbour springs,
in the regime of nickel (rough typical inputs). Units: eV, angstrom, ps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import zeta as riemann_zeta

rng = np.random.default_rng(7)
e = const.e
T = 300.0
kT = const.k * T / e
mass = 58.693 * const.atomic_mass * 1e4 / e      # eV ps^2 / angstrom^2
K = 2.2                                          # bond spring, eV/angstrom^2
k_ein = 4 * K                                    # Einstein spring
gamma = 5.0                                      # 1/ps
a_lat = 3.52                                     # angstrom
r0 = a_lat / np.sqrt(2)

# ---------- fcc crystal: normal-mode stiffnesses ----------
prim = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) * a_lat / 2
bonds = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                  [1, -1, 0], [1, 0, -1], [0, 1, -1]])
dirs = bonds @ prim / r0
outer = np.einsum('bi,bj->bij', dirs, dirs)


def bloch_stiffness(n):
    """Stiffnesses of an n*n*n primitive supercell without the three translations."""
    g = np.arange(n) / n
    q = np.stack(np.meshgrid(g, g, g, indexing='ij'), -1).reshape(-1, 3)
    weight = 2 * K * (1 - np.cos(2 * np.pi * q @ bonds.T))
    return np.sort(np.linalg.eigvalsh(np.einsum('qb,bij->qij', weight, outer)).ravel())[3:]


n_cell = 4
n_atoms = n_cell**3
hessian = np.zeros((n_atoms, 3, n_atoms, 3))
bond_i, bond_j, bond_dir = [], [], []
for site in np.ndindex(n_cell, n_cell, n_cell):
    i = np.ravel_multi_index(site, (n_cell,) * 3)
    for b in range(6):
        j = np.ravel_multi_index(tuple((np.array(site) + bonds[b]) % n_cell), (n_cell,) * 3)
        block = K * outer[b]
        hessian[i, :, i, :] += block
        hessian[j, :, j, :] += block
        hessian[i, :, j, :] -= block
        hessian[j, :, i, :] -= block
        bond_i.append(i)
        bond_j.append(j)
        bond_dir.append(dirs[b])
assert np.allclose(hessian[0, :, 0, :], k_ein * np.eye(3))
eigval, eigvec = np.linalg.eigh(hessian.reshape(3 * n_atoms, -1))
assert np.all(np.abs(eigval[:3]) < 1e-9) and eigval[3] > 0.1
stiff, modes = eigval[3:], eigvec[:, 3:]
assert np.allclose(stiff, bloch_stiffness(n_cell), atol=1e-9)

nodes, weights = np.polynomial.legendre.leggauss(200)
nodes, weights = (nodes + 1) / 2, weights / 2


def free_energy(kappa):
    return 0.5 * kT * np.sum(np.log(kappa / k_ein))


dF = free_energy(stiff)
delta = stiff - k_ein
mean_force = np.sum(0.5 * kT * delta / (k_ein + nodes[:, None] * delta), axis=1)
assert abs(weights @ mean_force - dF) < 1e-9     # equilibrium integration

# ---------- derived coefficients for damped modes ----------


def friction(k):          # multiplies (dk/dt)^2
    return kT / (4 * k**2) * (1 / gamma + gamma * mass / k)


def delay(k):             # first time moment of the force correlation
    return kT / (8 * k**2) * (2 / gamma**2 + (gamma * mass / k)**2)


def coefficients(kappa, lam, dlam):
    d = kappa - k_ein
    k = k_ein + lam(nodes)[:, None] * d
    kd = dlam(nodes)[:, None] * d
    A = weights @ np.sum(friction(k) * kd**2, axis=1)
    odd = kT / 8 * (kd / k)**3 * (1 / gamma**2 + mass / k + (gamma * mass / k)**2)
    G = weights @ np.sum(odd, axis=1)
    S = 0.0
    for end in (0.0, 1.0):
        ends = np.array([end])
        S += 0.5 * np.sum(delay(k_ein + lam(ends)[0] * d) * (dlam(ends)[0] * d)**2)
    return A, S, G


# correlation integrals of x^2/2 from the damped equation of motion
for k in (stiff[0], stiff[-1]):
    def motion(t, y, k=k):
        return [y[1], -k / mass * y[0] - gamma * y[1], y[0]**2, t * y[0]**2]
    end = solve_ivp(motion, (0, 8), [1, 0, 0, 0], method='DOP853',
                    rtol=1e-9, atol=1e-12).y[:, -1]
    amplitude = 0.5 * (kT / k)**2 / kT
    assert abs(amplitude * end[2] / friction(k) - 1) < 1e-5
    assert abs(amplitude * end[3] / delay(k) - 1) < 1e-5

# ---------- mean works from the exact second-moment equations ----------
protocols = [
    (lambda s: s, lambda s: np.ones_like(s)),              # linear, forward
    (lambda s: 1 - s, lambda s: -np.ones_like(s)),         # linear, reversed
    (lambda s: s**2, lambda s: 2 * s),                     # quadratic, forward
    (lambda s: (1 - s)**2, lambda s: -2 * (1 - s)),        # its time reverse
    (lambda s: 1 - s**2, lambda s: -2 * s)]                # a return that is not


def mean_works(tau):
    steps = int(round(tau / 0.0025))
    h = tau / steps
    s = np.linspace(0, 1, 2 * steps + 1)
    lam = np.stack([p[0](s) for p in protocols], 1)[:, :, None]
    speed = np.stack([p[1](s) for p in protocols], 1) / tau
    noise = 2 * gamma * kT / mass

    def rate(j, Y):
        k_m = (k_ein + lam[j] * delta) / mass
        out = np.empty_like(Y)
        out[0] = 2 * Y[1]
        out[1] = Y[2] - k_m * Y[0] - gamma * Y[1]
        out[2] = noise - 2 * k_m * Y[1] - 2 * gamma * Y[2]
        return out, 0.5 * speed[j] * (Y[0] @ delta)

    start = k_ein + lam[0] * delta
    Y = np.stack([kT / start, 0 * start, 0 * start + kT / mass])
    W = np.zeros(len(protocols))
    for n in range(steps):
        f1, w1 = rate(2 * n, Y)
        f2, w2 = rate(2 * n + 1, Y + h / 2 * f1)
        f3, w3 = rate(2 * n + 1, Y + h / 2 * f2)
        f4, w4 = rate(2 * n + 2, Y + h * f3)
        Y = Y + h / 6 * (f1 + 2 * (f2 + f3) + f4)
        W += h / 6 * (w1 + 2 * (w2 + w3) + w4)
    return W


def slow_limit(v):
    """Limit of v0 + v1/tau + v2/tau^2 from values at tau, 2 tau, 4 tau."""
    r1, r2 = 2 * v[1] - v[0], 2 * v[2] - v[1]
    return (4 * r2 - r1) / 3


taus = np.array([2.5, 5.0, 10.0, 20.0, 40.0])
works = np.array([mean_works(t) for t in taus])
slow = taus[-3:]
coef = [coefficients(stiff, *p) for p in protocols]
for f, r in ((0, 1), (2, 3)):
    A, S, G = coef[f]
    half_sum = (works[-3:, f] + works[-3:, r]) / 2
    error = (works[-3:, f] - works[-3:, r]) / 2 - dF
    assert abs(slow_limit(half_sum * slow) / A - 1) < 0.005
    # wider tolerance: second-order coefficients are extrapolated from small remainders
    assert abs(slow_limit((half_sum * slow - A) * slow) / (-S) - 1) < 0.03
    assert abs(slow_limit(error * slow**2) / G - 1) < 0.03
wrong_error = (works[:, 2] - works[:, 4]) / 2 - dF
right_error = (works[:, 2] - works[:, 3]) / 2 - dF
wrong_coef = (coef[2][0] - coef[4][0]) / 2
assert abs(slow_limit(wrong_error[-3:] * slow) / wrong_coef - 1) < 0.01

# ---------- strictly linear response: dragged trap, fast switching ----------
trap_dF, trap_shift, trap_tau = 0.7, 2.0, 0.5


def trap_work(lam, dlam):
    def motion(t, y):
        s = t / trap_tau
        lag = y[0] - trap_shift * lam(s)
        return [-lag, dlam(s) / trap_tau * (trap_dF - trap_shift * lag)]
    return solve_ivp(motion, (0, trap_tau), [trap_shift * lam(0.0), 0],
                     rtol=1e-11, atol=1e-12).y[1, -1]


trap_F, trap_R = trap_work(*protocols[2]), trap_work(*protocols[3])
assert abs((trap_F - trap_R) / 2 - trap_dF) < 1e-8 and trap_F - trap_dF > 0.5

# ---------- anharmonic test: tilted quartic well, master equation, kT = 1 ----------
x = np.linspace(-1.7, 1.7, 24)
dx = x[1] - x[0]
tilt = 3.0
X = tilt * x
hop_up, hop_down = np.zeros((24, 24)), np.zeros((24, 24))
for i in range(23):
    up = np.exp(-(x[i + 1]**4 - x[i]**4) / 2) / dx**2
    down = np.exp((x[i + 1]**4 - x[i]**4) / 2) / dx**2
    hop_up[i + 1, i] += up
    hop_up[i, i] -= up
    hop_down[i, i + 1] += down
    hop_down[i + 1, i + 1] -= down


def generator(lam):
    b = np.exp(-lam * tilt * dx / 2)
    return b * hop_up + hop_down / b


def boltzmann(lam):
    p = np.exp(-x**4 - lam * X)
    return p / p.sum()


def chain_response(lam):
    p = boltzmann(lam)
    M = generator(lam) - np.outer(p, np.ones(24))
    first = np.linalg.solve(M, (X - X @ p) * p)
    return -X @ first, X @ np.linalg.solve(M, first)


def chain_work(tau, forward):
    steps = int(round(tau / 0.004))
    h = tau / steps
    sign = 1.0 if forward else -1.0
    P = np.zeros((24, 3))                 # probability, first and second work moment
    P[:, 0] = boltzmann(0.0 if forward else 1.0)

    def rate(s, P):
        out = generator(s if forward else 1 - s) @ P
        out[:, 1] += sign / tau * X * P[:, 0]
        out[:, 2] += 2 * sign / tau * X * P[:, 1]
        return out
    for n in range(steps):
        s, half = n / steps, 0.5 / steps
        f1 = rate(s, P)
        f2 = rate(s + half, P + h / 2 * f1)
        f3 = rate(s + half, P + h / 2 * f2)
        f4 = rate(s + 2 * half, P + h * f3)
        P = P + h / 6 * (f1 + 2 * f2 + 2 * f3 + f4)
    mean = P[:, 1].sum()
    return mean, P[:, 2].sum() - mean**2


chain_dF = -np.log(np.exp(-x**4 - X).sum() / np.exp(-x**4).sum())
chain_tau = np.array([10.0, 20.0, 40.0])
cF = np.array([chain_work(t, True) for t in chain_tau])
cR = np.array([chain_work(t, False) for t in chain_tau])
chain_sum = (cF[:, 0] + cR[:, 0]) / 2
chain_err = (cF[:, 0] - cR[:, 0]) / 2 - chain_dF
g20, w20 = np.polynomial.legendre.leggauss(20)
chain_A = sum(w / 2 * chain_response((g + 1) / 2)[0] for g, w in zip(g20, w20))
chain_S = 0.5 * (chain_response(0.0)[1] + chain_response(1.0)[1])
assert abs(slow_limit(chain_sum * chain_tau) / chain_A - 1) < 0.005
assert abs(slow_limit((chain_sum * chain_tau - chain_A) * chain_tau) / (-chain_S) - 1) < 0.03
chain_order = np.log2(chain_err[1] / chain_err[2])
assert abs(chain_order - 2) < 0.1
var_ratio = slow_limit(cF[:, 1] / (2 * (cF[:, 0] - chain_dF)))
assert abs(var_ratio - 1) < 0.01

# ---------- the algorithm at work: stochastic Langevin runs of the crystal ----------
runs, sim_tau, dt = 100, 5.0, 0.002


def simulate(forward):
    steps = int(round(sim_tau / dt))
    lam = np.linspace(0, 1, steps + 1)
    if not forward:
        lam = lam[::-1]
    k = k_ein + lam[0] * delta
    pos = rng.standard_normal((runs, len(stiff))) * np.sqrt(kT / k)
    vel = rng.standard_normal(pos.shape) * np.sqrt(kT / mass)
    keep = np.exp(-gamma * dt)
    kick = np.sqrt((1 - keep**2) * kT / mass)
    work = np.zeros(runs)
    old = (pos * pos) @ delta
    for n in range(steps):
        vel -= (dt / 2 / mass * k) * pos
        pos += dt / 2 * vel
        vel *= keep
        vel += kick * rng.standard_normal(pos.shape)
        pos += dt / 2 * vel
        k = k_ein + lam[n + 1] * delta
        vel -= (dt / 2 / mass * k) * pos
        new = (pos * pos) @ delta
        work += 0.25 * (lam[n + 1] - lam[n]) * (old + new)
        old = new
    return work


sim_F, sim_R = simulate(True), simulate(False)
sim_half = (sim_F.mean() - sim_R.mean()) / 2
sim_sum = (sim_F.mean() + sim_R.mean()) / 2
sim_se = np.sqrt((sim_F.var(ddof=1) + sim_R.var(ddof=1)) / (4 * runs))
row = int(np.where(taus == sim_tau)[0][0])
ode_half = (works[row, 0] - works[row, 1]) / 2
ode_sum = (works[row, 0] + works[row, 1]) / 2
law_se = np.sqrt(kT * ode_sum / runs)
assert abs(sim_half - ode_half) < 4 * sim_se
assert abs(sim_sum - ode_sum) < 4 * sim_se and sim_sum > 4 * sim_se
assert abs(sim_se / law_se - 1) < 0.3     # sampling noise and finite switching speed

# ---------- cell convergence and neglected effects, per atom ----------
cells = (4, 8, 16, 32)
spectra = {n: bloch_stiffness(n) for n in cells}
dF_atom = {n: free_energy(spectra[n]) / n**3 for n in cells}
cell_coef = {n: np.array(coefficients(spectra[n], *protocols[0])) / n**3 for n in cells[:3]}


def quantum_excess(k):
    z = const.hbar / e * 1e12 * np.sqrt(k / mass) / kT
    return kT * (np.log(2 * np.sinh(z / 2)) - np.log(z))


quantum = np.sum(quantum_excess(spectra[16]) - quantum_excess(k_ein)) / 16**3

morse = 1.4                                   # rough bond steepness, 1/angstrom
samples = 4000
u = (rng.standard_normal((samples, len(stiff))) * np.sqrt(kT / stiff)) @ modes.T
u = u.reshape(samples, n_atoms, 3)
bond_dir = np.array(bond_dir)
stretch = u[:, bond_j] - u[:, bond_i]
along = np.einsum('nbi,bi->nb', stretch, bond_dir)
length = np.linalg.norm(stretch + r0 * bond_dir, axis=2)
extra = np.sum(K / (2 * morse**2) * (1 - np.exp(-morse * (length - r0)))**2
               - 0.5 * K * along**2, axis=1)
anharmonic = (extra.mean() - extra.var() / (2 * kT)) / n_atoms

expansion_coef, dos, magnon_D = 13e-6, 3.0, 0.4     # rough: 1/K, 1/eV, eV angstrom^2
expansion = 3 * K * (r0 * expansion_coef * T)**2
electronic = -np.pi**2 / 6 * dos * kT**2
magnon = -kT * riemann_zeta(2.5) * a_lat**3 / 4 * (kT / (4 * np.pi * magnon_D))**1.5

# ---------- output ----------
print(f"temperature {T:.0f} K, kT {1e3*kT:.3f} meV, damping {gamma:.1f} 1/ps")
print(f"bond spring {K:.2f}, Einstein spring {k_ein:.2f} eV/A^2; lattice constant {a_lat:.2f} A")
print(f"atoms {n_atoms}, modes {len(stiff)}, stiffness {stiff[0]:.3f} to {stiff[-1]:.3f} eV/A^2")
print(f"top mode frequency {np.sqrt(stiff[-1]/mass)/(2*np.pi):.2f} THz")
print(f"exact classical dF of the cell {1e3*dF:.3f} meV = {dF*e*1e21:.3f} zJ")
print("linear protocol, cell totals in meV:")
print(" tau/ps     W_F        W_R     half-diff  its error  half-sum")
for t, w in zip(taus, works):
    hd, hs = (w[0] - w[1]) / 2, (w[0] + w[1]) / 2
    print(f"{t:6.1f} {1e3*w[0]:10.3f} {1e3*w[1]:10.3f} {1e3*hd:10.3f}"
          f" {1e3*(hd-dF):10.4f} {1e3*hs:9.3f}")
for name, c in (("linear", coef[0]), ("quadratic", coef[2])):
    print(f"{name}: A {1e3*c[0]:.3f} meV ps, S {1e3*c[1]:.3f}, G {1e3*c[2]:.3f} meV ps^2")
print(f"quadratic, tau {taus[2]:.0f} ps: error with true reverse {1e3*right_error[2]:.4f} meV")
print(f"  with a return that is not the reverse {1e3*wrong_error[2]:.4f} meV")
print(f"  its predicted leading error {1e3*wrong_coef/taus[2]:.4f} meV")
print(f"simulation: {runs} runs each way, tau {sim_tau:.1f} ps, step {1e3*dt:.1f} fs")
print(f"  mean W_F {1e3*sim_F.mean():.2f} meV, mean W_R {1e3*sim_R.mean():.2f} meV")
print(f"  half-difference {1e3*sim_half:.2f} +- {1e3*sim_se:.2f} meV")
print(f"  half-sum {1e3*sim_sum:.2f} meV; predicted standard error {1e3*law_se:.2f} meV")
print(f"dragged trap (kT units assumed 1): dF {trap_dF:.3f}, W_F {trap_F:.4f}, W_R {trap_R:.4f}")
print(f"quartic well: error order {chain_order:.3f}, Var W/(2 kT D) limit {var_ratio:.4f}")
for n in cells:
    line = f"cell {n**3:6d} atoms: dF/atom {1e3*dF_atom[n]:.4f} meV"
    if n in cell_coef:
        line += f", A/atom {1e3*cell_coef[n][0]:.3f} meV ps, G/atom {1e3*cell_coef[n][2]:.4f} meV ps^2"
    print(line)
print(f"shift of dF/atom on the last cell doubling {1e3*(dF_atom[32]-dF_atom[16]):.4f} meV")
print("neglected effects, meV per atom (rough inputs):")
print(f"  quantum motion, change of dF {1e3*quantum:.3f}")
print(f"  bond anharmonicity {1e3*anharmonic:.3f} (Morse steepness {morse:.1f} 1/A)")
print(f"  thermal expansion {1e3*expansion:.3f} (coefficient {expansion_coef:.1e} 1/K)")
print(f"  electronic excitation {1e3*electronic:.3f} (density of states {dos:.1f} per eV)")
print(f"  magnons {1e3*magnon:.3f} (stiffness {magnon_D:.1f} eV A^2)")
print("done: every assertion held")
```

It prints:

```
temperature 300 K, kT 25.852 meV, damping 5.0 1/ps
bond spring 2.20, Einstein spring 8.80 eV/A^2; lattice constant 3.52 A
atoms 64, modes 189, stiffness 2.200 to 17.600 eV/A^2
top mode frequency 8.56 THz
exact classical dF of the cell -300.553 meV = -48.154 zJ
linear protocol, cell totals in meV:
 tau/ps     W_F        W_R     half-diff  its error  half-sum
   2.5   -268.698    334.522   -301.610    -1.0570    32.912
   5.0   -283.485    318.247   -300.866    -0.3130    17.381
  10.0   -291.690    309.588   -300.639    -0.0864     8.949
  20.0   -296.032    305.119   -300.576    -0.0228     4.544
  40.0   -298.269    302.849   -300.559    -0.0059     2.290
linear: A 92.334 meV ps, S 30.100, G -9.682 meV ps^2
quadratic: A 139.740 meV ps, S 97.129, G -32.209 meV ps^2
quadratic, tau 10 ps: error with true reverse -0.2487 meV
  with a return that is not the reverse 1.4008 meV
  its predicted leading error 1.8658 meV
simulation: 100 runs each way, tau 5.0 ps, step 2.0 fs
  mean W_F -285.73 meV, mean W_R 317.89 meV
  half-difference -301.81 +- 2.27 meV
  half-sum 16.08 meV; predicted standard error 2.12 meV
dragged trap (kT units assumed 1): dF 0.700, W_F 2.4589, W_R 1.0589
quartic well: error order 1.993, Var W/(2 kT D) limit 1.0000
cell     64 atoms: dF/atom -4.6961 meV, A/atom 1.443 meV ps, G/atom -0.1513 meV ps^2
cell    512 atoms: dF/atom -6.0513 meV, A/atom 2.053 meV ps, G/atom -0.5766 meV ps^2
cell   4096 atoms: dF/atom -6.3276 meV, A/atom 2.536 meV ps, G/atom -2.1561 meV ps^2
cell  32768 atoms: dF/atom -6.3740 meV
shift of dF/atom on the last cell doubling -0.0464 meV
neglected effects, meV per atom (rough inputs):
  quantum motion, change of dF -0.005
  bond anharmonicity 0.002 (Morse steepness 1.4 1/A)
  thermal expansion 0.622 (coefficient 1.3e-05 1/K)
  electronic excitation -3.298 (density of states 3.0 per eV)
  magnons -0.139 (stiffness 0.4 eV A^2)
done: every assertion held
```
